# RPA Dipole Moment of LiH: Finite Field and Density Matrices

## Problem

A LiH molecule has H at $z=0$ and Li at $z=3.00$ bohr. Its energy is computed in two stages. First an SCF calculation, either Hartree-Fock (HF) or Kohn-Sham with the PBE functional, supplies orbitals and orbital energies. Then

$$E=E_{\rm EXX}+E_c$$

is evaluated once. Here $E_{\rm EXX}$ is the HF energy expression with the SCF orbitals, and $E_c$ is the direct RPA correlation energy, which has no exchange in its kernel. The basis is def2-TZVPP and all four electrons are correlated.

1. Find the dipole moment from energies in a finite field that also acts in the SCF stage.
2. Derive the input, unrelaxed and relaxed density matrices, and compare their moments with the finite-field value.

Hartree atomic units are used. Orbitals are real; $i,j,k$ are occupied, $a,b,c$ virtual, and $p,q$ arbitrary. Density matrices are summed over spin.

## Hints

1. A field $F$ along $z$ adds $+Fz$ to the Hamiltonian of each electron. What does it add for the nuclei?
2. The SCF energy is stationary with respect to the orbitals. Is $E$?
3. Write each RPA frequency as a quadratic form whose first-order change needs no derivative of the eigenvectors.
4. Separate the response to the field into changes within the occupied and virtual spaces, and rotations between them.
5. The rotations enter through one scalar product. Use the symmetry of the response matrix to avoid solving for them.

## Solution

### The moment as a derivative

An electron has charge $-1$, so its field energy is $+Fz$. A nucleus of charge $Z_A$ contributes $-FZ_Az_A$. The moment is

$$\mu=-\frac{dE}{dF}=\sum_A Z_Az_A-\mathrm{Tr}(\gamma z),$$

where the second equality defines what a density matrix $\gamma$ must achieve to be consistent with $E$. The nuclear part is $3\times3.00=9.00$. A positive $\mu$ points from H to Li.

### The RPA energy

Let $f$ be the SCF one-electron matrix, and define

$$\Delta_{ia,jb}=\delta_{ij}f_{ab}-\delta_{ab}f_{ij},\qquad K_{ia,jb}=(ia|jb).$$

For SCF orbitals $\Delta$ is diagonal, with elements $\varepsilon_a-\varepsilon_i$. Keeping the full blocks of $f$ makes $E_c$ independent of rotations within the occupied or within the virtual space.

In a closed shell the spin-singlet excitations couple through $2K$. The triplet ones do not couple in direct RPA and add nothing to $E_c$. Thus $A=\Delta+2K$, $B=2K$, and

$$E_c=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}A\Big).$$

The frequencies follow from $AX+BY=X\Omega$ and $BX+AY=-Y\Omega$. With $P=X+Y$ and $M=X-Y$, the sum and difference of these equations are

$$(A+B)P=M\Omega,\qquad (A-B)M=P\Omega,\qquad P^TM=1,$$

the last being the normalization. Here $A-B=\Delta$ and $A+B=\Delta+4K$. Since $K$ is a matrix of Coulomb repulsions between real pair densities, it has no negative eigenvalue. Positive gaps therefore make both matrices positive and all $\Omega_n$ real.

There is a second route to $E_c$. Eliminating $M$ gives $\Delta(\Delta+4K)P=P\Omega^2$, so $\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$ has eigenvalues $\Omega_n^2$. Let $S$ be diagonal with $S^2=4\Delta/(\Delta^2+\omega^2)$. Then

$$\det(1+SKS)=\prod_n(\Omega_n^2+\omega^2)\Big/\prod_{ia}(\Delta_{ia}^2+\omega^2).$$

Using $\int_0^\infty\ln\frac{\Omega^2+\omega^2}{\Delta^2+\omega^2}\,d\omega=\pi(\Omega-\Delta)$ and $\int_0^\infty\frac{4\Delta}{\Delta^2+\omega^2}\,d\omega=2\pi$,

$$\int_0^\infty\frac{d\omega}{2\pi}\,\mathrm{Tr}[\ln(1+SKS)-SKS]
=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}\Delta\Big)-\mathrm{Tr}K=E_c.$$

The finite-field energies below use this integral. The density matrices use $X$ and $Y$, so the comparison joins two separate calculations.

### Finite field

Expand $E(F)=E_0-\mu F-\frac12\alpha F^2-\frac16\beta F^3-\dots$. The even terms cancel in

$$\mu(h)=-\frac{E(h)-E(-h)}{2h}=\mu+\frac{\beta h^2}{6}+O(h^4).$$

The combination $[4\mu(h)-\mu(2h)]/3$ removes the $h^2$ error, because $4h^2-(2h)^2=0$. With $h=0.001$ and HF input,

$$\mu(h)=\frac{8.0887176755-8.0840595363}{0.002}=2.32907,$$

$$\mu(2h)=\frac{8.0910759122-8.0817608591}{0.004}=2.32876,$$

$$\mu=\frac{4(2.32907)-2.32876}{3}=2.3292.$$

With PBE input the two-point values are $2.18960$ and $2.18852$, and the combination gives $2.1900$. Four decimals are kept to compare derivatives of one model energy; they are not a claim about the accuracy of that model.

### Input density matrix

The SCF density matrix $\gamma_0$ has $2$ on the occupied diagonal and zero elsewhere. Orbital changes do not affect the SCF energy to first order, so its slope is only the explicit one, $\mathrm{Tr}(\gamma_0z)$ plus the nuclear term. Thus $\gamma_0$ gives the moment belonging to the SCF energy: $2.3660$ for HF and $2.1995$ for PBE. The energy $E$ is a different function and has no such stationarity in general.

### Unrelaxed density matrix

Hold the occupied and virtual spaces fixed, and let the field enter the blocks $f_{ij}$ and $f_{ab}$. From the RPA equations and the normalization, $P_n^T(A+B)P_n=\Omega_n$ and $M_n^T(A-B)M_n=\Omega_n$. Hence

$$\Omega_n=\tfrac12\left[P_n^T(A+B)P_n+M_n^T(A-B)M_n\right].$$

When this is varied, the changes of the vectors contribute

$$dP_n^T(A+B)P_n+dM_n^T(A-B)M_n
=\Omega_n\,d(P_n^TM_n)=0.$$

Only the changes of the matrices remain:

$$d\Omega_n=\tfrac12\left[P_n^Td(A+B)P_n+M_n^Td(A-B)M_n\right].$$

For degenerate frequencies one uses vectors adapted to the perturbation; the sum over $n$ does not depend on that choice.

Here both matrices change by $d\Delta$. The cross terms between $X$ and $Y$ cancel, leaving $d\Omega_n=X_n^Td\Delta X_n+Y_n^Td\Delta Y_n$. Therefore

$$dE_c=\tfrac12\mathrm{Tr}\left[d\Delta\,(XX^T+YY^T-1)\right].$$

Since $P$ and $M$ are square, $P^TM=1$ implies $PM^T=1$. The symmetric part of this equation is $XX^T-YY^T=1$, so

$$dE_c=\mathrm{Tr}(d\Delta\,YY^T).$$

Inserting $d\Delta_{ia,jb}=\delta_{ij}df_{ab}-\delta_{ab}df_{ij}$ and reading off the coefficients of $df$ gives the correlation correction $\gamma_c$:

$$(\gamma_c)_{ab}=\sum_i(YY^T)_{ia,ib},\qquad
(\gamma_c)_{ij}=-\sum_a(YY^T)_{ia,ja}.$$

Electrons leave occupied orbitals and appear in virtual ones. The two traces cancel, so for this neutral molecule the moment does not depend on the origin. The amount moved is $0.045$ electron for HF input and $0.123$ for PBE input.

The unrelaxed matrix is $\gamma_0+\gamma_c$. The correction changes the moment by $-\mathrm{Tr}(\gamma_cz)$:

- HF input: $2.3660-0.0093=2.3567$.
- PBE input: $2.1995-0.0780=2.1215$.

Neither is the finite-field moment. A separate test confirms $\gamma_c$ by differentiating $E_c$ numerically with the orbital spaces fixed. The discrepancy must then come from rotations between the spaces.

### Orbital gradient

Let the occupied-virtual rotations be

$$d\phi_i=\sum_a\kappa_{ai}\phi_a,\qquad
d\phi_a=-\sum_i\kappa_{ai}\phi_i.$$

The minus sign preserves orthogonality. The density matrix changes by

$$d\gamma_0=2\sum_{ai}\kappa_{ai}\big(|a\rangle\langle i|+|i\rangle\langle a|\big).$$

Write the resulting energy change as $\sum_{ai}L_{ai}\kappa_{ai}$. It has three sources.

**The energy $E_{\rm EXX}$.** Its derivative with respect to the density matrix is the HF matrix $g$ built from the input orbitals. Thus $dE_{\rm EXX}=\mathrm{Tr}(g\,d\gamma_0)$, and

$$L^{x}_{ai}=4g_{ai}.$$

For HF input $g=f$, so this vanishes. PBE orbitals do not diagonalize $g$, and it remains.

**The SCF matrix in $E_c$.** Rotating the orbitals changes $f_{ij}$ and $f_{ab}$ only through elements $f_{ai}$, which are zero. The density change does alter $f$, by a linear response $v[d\gamma_0]$. For HF, $v$ contains Coulomb and exchange terms; for PBE, the Coulomb term and the exchange-correlation kernel. Because $v$ is a second derivative of the SCF energy, it is symmetric:

$$\mathrm{Tr}(\gamma_c\,v[d\gamma_0])=\mathrm{Tr}(v[\gamma_c]\,d\gamma_0)
=4\sum_{ai}v[\gamma_c]_{ai}\kappa_{ai}.$$

**The integrals in $E_c$.** Now $d(A+B)=4dK$, $d(A-B)=0$ and $dA=2dK$. The formula for $d\Omega_n$ gives

$$dE_c=\tfrac12\cdot\tfrac12\cdot4\,\mathrm{Tr}(P^TdK\,P)-\tfrac12\cdot2\,\mathrm{Tr}\,dK
=\mathrm{Tr}(G\,dK),\quad G=PP^T-1.$$

Both orbital pairs in $(ia|jb)$ change. Since $G$ is symmetric they contribute equally, which gives a factor 2:

$$dE_c=2\sum_{iajb}G_{ia,jb}\Big[\sum_c\kappa_{ci}(ca|jb)-\sum_k\kappa_{ak}(ik|jb)\Big].$$

Collecting the coefficient of $\kappa_{ai}$, with summation indices renamed, and adding the previous term,

$$L^c_{ai}=4v[\gamma_c]_{ai}+2\sum_{bjc}G_{ib,jc}(ab|jc)
-2\sum_{kjb}G_{ka,jb}(ki|jb).$$

The total gradient is $L=L^x+L^c$.

Relaxation is not a higher-order detail. For weak $K$ at fixed $f$, the second RPA equation gives $Y_{ia,jb}\approx-2K_{ia,jb}/(\Delta_{ia}+\Delta_{jb})$ and $G\approx2Y$. Thus $\gamma_c$ is of second order in the interaction, and so are the integral terms of $L^c$, each a product of $G$ and an integral.

### Relaxed density matrix

The SCF condition $f_{ai}=0$ holds at every field. Its derivative with respect to $F$ has three parts: the field itself, the response of the potential, and the rotation of the orbitals. The last is

$$\sum_bf_{ab}\kappa_{bi}-\sum_j\kappa_{aj}f_{ji}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}.$$

For $\kappa$ per unit field,

$$(\varepsilon_a-\varepsilon_i)\kappa_{ai}+v[d\gamma_0]_{ai}=-z_{ai},
\qquad\text{or}\qquad H\kappa=-z.$$

The matrix $H$ is symmetric because $v$ is. The missing part of $dE/dF$ is therefore

$$L^T\kappa=-L^TH^{-1}z=w^Tz,\qquad Hw=-L.$$

One solution $w$ serves any static one-electron perturbation; this is the Z-vector method. Putting $w_{ai}/2$ in both the $ai$ and $ia$ positions defines a symmetric matrix $\gamma_w$ with $\mathrm{Tr}(\gamma_wz)=w^Tz$. Hence

$$\gamma_{\rm rel}=\gamma_0+\gamma_c+\gamma_w,\qquad
\mu=\sum_AZ_Az_A-\mathrm{Tr}(\gamma_{\rm rel}z).$$

The derivation needs an atomic-orbital basis independent of the field, positive gaps, and an invertible $H$. It fails when a gap closes or when the SCF solution reaches an instability at which $H$ becomes singular.

### Comparison

Since $Hw=-L$ is linear, the parts $L^x$ and $L^c$ give separate relaxation contributions. All entries are in atomic units.

| Quantity | HF input | PBE input |
|---|---:|---:|
| Input moment | 2.3660 | 2.1995 |
| Correction from $\gamma_c$ | −0.0093 | −0.0780 |
| Unrelaxed moment | 2.3567 | 2.1215 |
| Relaxation from $E_{\rm EXX}$ | 0.0000 | +0.2278 |
| Relaxation from $E_c$ | −0.0275 | −0.1593 |
| Relaxed moment | 2.3292 | 2.1900 |
| Finite-field moment | 2.3292 | 2.1900 |

The relaxed and finite-field moments differ by less than $10^{-6}$ in both cases. The main results in this basis are $5.92$ debye with HF input and $5.57$ debye with PBE input. In the larger def2-QZVPPD basis the HF-input moment changes by only $-0.002$ atomic unit, but the PBE-input moment rises by about $0.03$, to about $5.65$ debye.

For HF input, the unrelaxed matrix supplies $0.0093$ of the total reduction of $0.0368$, about one quarter. For PBE input in this basis, the correction has the right sign but overshoots: the distance from the finite-field value grows from $0.0095$ to $0.0685$. The input moment is closer, but through cancellation:

$$-0.0780+0.2278-0.1593=-0.0095.$$

The small net change does not mean that the individual corrections are small. Its sign is not even stable against the basis: in def2-QZVPPD the PBE input moment is $2.20$, the unrelaxed correction about $-0.06$ and the finite-field moment $2.22$, so there the unrelaxed correction points the wrong way.

The occupations also distinguish the matrices. The unrelaxed ones lie between 0 and 2 in both calculations. The lowest relaxed occupation is $-3.5\times10^{-5}$ for HF input and $-1.6\times10^{-4}$ for PBE input. Adding the off-diagonal blocks $\gamma_w$ cannot raise the lowest eigenvalue: the corresponding unrelaxed eigenvector can be chosen within one block, where $\gamma_w$ has zero expectation value. The relaxed matrix is an energy derivative; it need not be the density matrix of a wavefunction.

The agreement establishes a consistent derivative, not an accurate physical moment. The basis is finite, vibration is omitted, and direct RPA is approximate. The difference between $5.92$ and $5.57$ debye shows the dependence on the SCF input, which supplies both the orbitals and the orbital energies; the comparison does not separate the two. The numerical check also tests the slopes of $E_{\rm EXX}$ and $E_c$ separately.

## Variation 1: omit the correlation energy

**Question.** What moment belongs to $E_{\rm EXX}$ alone when the orbitals come from PBE?

**Solution.** Set $\gamma_c=0$ and $L^c=0$, but keep $L^x=4g_{ai}$. The PBE orbitals still respond to the field, and $E_{\rm EXX}$ is not stationary for them. Thus

$$\mu_{\rm EXX}=2.1995+0.2278=2.4272,$$

where the sum is taken before rounding. This is $6.17$ debye in this basis; def2-QZVPPD gives about $2.41$, or $6.13$ debye. The input matrix alone would miss the second term. With HF input that term vanishes and the moment is the HF value, $2.3660$.

## Variation 2: the polarizability from the same energies

**Question.** Estimate $\alpha_{zz}=-d^2E/dF^2$ without another calculation.

**Solution.** Adding the expansions at $+h$ and $-h$ cancels the odd terms:

$$\alpha_{zz}=-\frac{E(h)+E(-h)-2E_0}{h^2}+O(h^2).$$

For HF input, $E_0=-7.98596820-0.10041049=-8.08637869$, and

$$\alpha_{zz}\approx\frac{16.17277721-16.17275738}{10^{-6}}=19.8.$$

For PBE input, $E_0=-8.11652555$, and

$$\alpha_{zz}\approx\frac{16.23308188-16.23305110}{10^{-6}}=30.8.$$

The numerator is a small difference of large energies: $E_0$ is the sum of two numbers, each rounded to eight decimals, which can shift $\alpha_{zz}$ by up to $0.02$. The step adds its own error. The same formula with $2h$ gives $19.85$ and $30.84$, so the $h^2$ term raises the PBE value at step $h$ by $0.02$ to $0.03$. As far as step and rounding errors go, the HF value is good to three digits, while the zero-step PBE value lies between $30.7$ and $30.8$. The basis error is larger, since def2-TZVPP has no diffuse functions: in def2-QZVPPD the values at step $2h$ are $22.4$ for HF input and $31.6$ for PBE input. These are polarizabilities at fixed nuclei, and they include orbital relaxation because the field acted in the SCF stage. In this basis they depend much more strongly on the SCF input, orbitals and orbital energies taken together, than the dipole moments do.

## Computed values

```
LiH, bond length 3.00 bohr, basis def2-tzvpp, 33 functions
Nuclear part of the dipole moment: 9.000000 a.u.
Field step h: 0.0010 a.u.
1 a.u. of dipole moment = 2.541746 debye
--- RPA@HF ---
E_EXX at zero field: -7.98596820 hartree
E_c at zero field: -0.10041049 hartree
E(RPA) at F = -2h: -8.0817608591 hartree
E(RPA) at F = -1h: -8.0840595363 hartree
E(RPA) at F = +1h: -8.0887176755 hartree
E(RPA) at F = +2h: -8.0910759122 hartree
Two-point moment, step h: 2.329070 a.u.
Two-point moment, step 2h: 2.328763 a.u.
Finite-field moment, four points: 2.329172 a.u. = 5.9202 debye
Input moment: 2.365990 a.u. = 6.0137 debye
Unrelaxed correction: -0.009318 a.u.
Unrelaxed moment: 2.356671 a.u. = 5.9901 debye
Relaxation from E_EXX: -0.000000 a.u.
Relaxation from E_c: -0.027500 a.u.
Relaxed moment: 2.329171 a.u. = 5.9202 debye
Relaxed minus finite field: -2.4e-07 a.u.
Electrons moved to virtuals: 0.045043
Unrelaxed occupations, min and max: 0.000002 1.992687
Relaxed occupations, min and max: -0.000035 1.992691
--- RPA@PBE ---
E_EXX at zero field: -7.98269179 hartree
E_c at zero field: -0.13383376 hartree
E(RPA) at F = -2h: -8.1122101898 hartree
E(RPA) at F = -1h: -8.1143513402 hartree
E(RPA) at F = +1h: -8.1187305368 hartree
E(RPA) at F = +2h: -8.1209642880 hartree
Two-point moment, step h: 2.189598 a.u.
Two-point moment, step 2h: 2.188525 a.u.
Finite-field moment, four points: 2.189956 a.u. = 5.5663 debye
Input moment: 2.199469 a.u. = 5.5905 debye
Unrelaxed correction: -0.078019 a.u.
Unrelaxed moment: 2.121450 a.u. = 5.3922 debye
Relaxation from E_EXX: +0.227770 a.u.
Relaxation from E_c: -0.159263 a.u.
Relaxed moment: 2.189957 a.u. = 5.5663 debye
Relaxed minus finite field: +5.3e-07 a.u.
Electrons moved to virtuals: 0.123016
Unrelaxed occupations, min and max: 0.000009 1.988881
Relaxed occupations, min and max: -0.000163 1.989258
```
